# Long-Time Diffusion of Copper Ions over Gaussian Barriers in One Dimension

A copper ion that has entered an interlayer dielectric moves by thermally activated hops between sites where it is bound. In a disordered solid the saddle points between these sites do not all have the same height. Some hops are faster than the average barrier suggests and others are slower, so it is not obvious whether disorder helps or hinders transport. In one dimension the question has a definite answer, because an ion that is to travel far must cross every barrier on its way.

## The model

Wells of equal energy lie at $x_n=na$. Bond $n$ joins wells $n$ and $n+1$ and has a barrier $E_n$ above the common well energy. Equal well energies make the two hop rates across a bond equal, by detailed balance:

$$
\Gamma_n=\nu e^{-E_n/k_BT}. \tag{1}
$$

The attempt frequency $\nu$ is the same for all bonds. The barriers are fixed in time and independent, and they follow a Gaussian distribution of mean $E_0$ and width $\sigma$. The rate law requires $E_0\gg k_BT$. We also take $E_0\gg\sigma$, so that the unphysical negative barriers of the Gaussian carry negligible weight. The algebra uses atomic units, $\hbar=m_e=e=1$, and keeps $k_B$; the numbers are in nm, eV, K and cm²/s.

Let $P_n(t)$ be the probability of finding the ion in well $n$. Then

$$
\frac{dP_n}{dt}=\Gamma_n(P_{n+1}-P_n)+\Gamma_{n-1}(P_{n-1}-P_n). \tag{2}
$$

Angle brackets denote an average over barriers, and an overline an average over both walks and barriers. The ion starts in well 0, chosen without regard to its barriers. The long-time diffusivity is

$$
D=\lim_{t\to\infty}\frac{\overline{x^2}}{2t}. \tag{3}
$$

We write $r_n=1/\Gamma_n$ and $s=\sigma/k_BT$.

## The barriers met by the walker

We first need the average of a bond quantity, such as $r_n$, at the walker's position at time $t$. Let $P(n,t|m)$ be the probability of going from $m$ to $n$. The statistics of the barriers do not change when the chain is shifted by $n$ wells, so

$$
\Big\langle\sum_nP(n,t|0)\,r_n\Big\rangle
=\Big\langle r_0\sum_nP(0,t|-n)\Big\rangle .
$$

The rate matrix in (2) is symmetric, hence $P(0,t|-n)=P(-n,t|0)$. The last sum is then a total probability and equals one:

$$
\overline{r_{n(t)}}=\langle r\rangle . \tag{4}
$$

The same argument holds for $r_{n-1}$, $\Gamma_n$ and $\Gamma_{n-1}$. The walker does not gather near high or low barriers, because all wells are equally occupied in equilibrium.

## A coordinate without drift

In the coordinate $x$ the walker has a local drift $a(\Gamma_n-\Gamma_{n-1})$, which complicates the motion. We remove it by stretching each bond in proportion to its resistance $r_n$:

$$
h_{n+1}-h_n=c\,r_n,\qquad c=\frac{a}{\langle r\rangle},\qquad h_0=0. \tag{5}
$$

The factor $c$ makes the mean bond length equal to $a$. A walker in well $n$ now has the mean velocity

$$
\Gamma_n c\,r_n-\Gamma_{n-1}c\,r_{n-1}=c-c=0 .
$$

For the square, a hop to the right changes $h^2$ by $2h_ncr_n+c^2r_n^2$, and a hop to the left by $-2h_ncr_{n-1}+c^2r_{n-1}^2$. We multiply each change by its rate and add:

$$
(2h_nc+c^2r_n)+(-2h_nc+c^2r_{n-1})=c^2(r_n+r_{n-1}).
$$

The terms in $h_n$ cancel. Averaging with (4) gives

$$
\frac{d\,\overline{h^2}}{dt}=2c^2\langle r\rangle=\frac{2a^2}{\langle r\rangle},
\qquad
\overline{h^2}=\frac{2a^2t}{\langle r\rangle}. \tag{6}
$$

This holds at all times.

## Return to the real coordinate

It remains to show that $x$ and $h$ spread alike at long times. For $n>0$ their difference is

$$
x_n-h_n=\sum_{i=0}^{n-1}(a-c\,r_i), \tag{7}
$$

a sum of independent terms of zero mean; negative $n$ is treated in the same way. By the law of large numbers it grows more slowly than $|n|$. Hence for every $\varepsilon>0$ there is a number $C$, dependent on the barriers but not on $n$, such that

$$
|x_n-h_n|\le\varepsilon|h_n|+C . \tag{8}
$$

We also need $\langle C^2\rangle$ to be finite. For the smallest such $C$ to exceed $y$, some $n$ must have $|x_n-h_n|>\varepsilon|h_n|+y$. Since $|h_n|\ge a|n|-|x_n-h_n|$, this implies $(1+\varepsilon)|x_n-h_n|>\varepsilon a|n|+y$. All moments of $r$ are finite for Gaussian barriers, so the eighth moment of the sum (7) grows no faster than $n^4$. Markov's inequality for that moment bounds the probability for each $n$ by a constant times $n^4/(\varepsilon a|n|+y)^8$. Summed over $n$, this falls as $y^{-3}$ for large $y$, which is fast enough for $\langle C^2\rangle=\int_0^\infty2y\,\mathrm{Prob}(C>y)\,dy$ to converge.

Now write $\|X\|=(\overline{X^2})^{1/2}$. The triangle inequality and (8) give

$$
\big|\,\|x\|-\|h\|\,\big|\le\|x-h\|\le\varepsilon\|h\|+\|C\| .
$$

Divide by $\sqrt t$. The term in $C$ vanishes as $t\to\infty$, and $\varepsilon$ can be made as small as we like. Therefore (6) also gives the long-time spread of $x$:

$$
D=\frac{a^2}{\langle r\rangle}=\frac{a^2}{\langle1/\Gamma\rangle}. \tag{9}
$$

The bonds act as resistors in series: their resistances add, and it is the mean resistance that counts.

## The Gaussian average

With $y=E-E_0$,

$$
\langle r\rangle=\frac{e^{E_0/k_BT}}{\nu}\int_{-\infty}^{\infty}\frac{dy}{\sqrt{2\pi}\,\sigma}
\exp\!\left(\frac{y}{k_BT}-\frac{y^2}{2\sigma^2}\right).
$$

Completing the square in the exponent,

$$
\frac{y}{k_BT}-\frac{y^2}{2\sigma^2}
=-\frac{(y-\sigma^2/k_BT)^2}{2\sigma^2}+\frac{\sigma^2}{2k_B^2T^2}. \tag{10}
$$

The remaining Gaussian integrates to one, so $\langle r\rangle=\nu^{-1}e^{E_0/k_BT+s^2/2}$. Equation (9) becomes

$$
\boxed{D=D_0\exp\!\left(-\frac{\sigma^2}{2k_B^2T^2}\right)},\qquad
D_0=a^2\nu e^{-E_0/k_BT}. \tag{11}
$$

Here $D_0$ is the diffusivity of a chain whose barriers all equal $E_0$.

The direction of the effect does not depend on the Gaussian shape. The exponential is convex, so $\langle e^{E/k_BT}\rangle\ge e^{\langle E\rangle/k_BT}$ for any distribution with a finite average. The size of the effect does depend on the shape. If the density of high barriers fell only as $e^{-E/\epsilon}$, $\langle r\rangle$ would diverge for $k_BT\le\epsilon$, and the right side of (9) would be zero. The proof given above needs more, because it uses the eighth moment of $r$, which for such a tail is finite only if $k_BT>8\epsilon$.

## Short times

At $t=0$ the walker sits at $x=0$ and leaves it with total rate $\Gamma_0+\Gamma_{-1}$. Thus $d\overline{x^2}/dt=2a^2\langle\Gamma\rangle$. Changing the sign of $y/k_BT$ in (10) leaves the constant term unchanged, so the initial diffusivity is

$$
D_{\rm init}=a^2\langle\Gamma\rangle=D_0e^{+s^2/2}. \tag{12}
$$

Disorder raises the initial rate of spreading and lowers the long-time rate. By the argument behind (4), the mean hop rate $2\langle\Gamma\rangle$ never changes. The decrease from (12) to (11) must therefore come from correlations between hops: a walker that has crossed a low barrier is likely to cross it again in the other direction. Equation (12) relies on barriers near $E_0-\sigma^2/k_BT$, which must themselves remain well above $k_BT$.

## Activation energy

The shifted Gaussian in (10) shows that the barriers contributing most to $\langle r\rangle$ lie near $E_0+\sigma^2/k_BT$. The local Arrhenius slope is the same energy. With $\beta=1/k_BT$ and with $a$, $\nu$, $E_0$ and $\sigma$ independent of temperature,

$$
-\frac{d\ln D}{d\beta}=\frac{d}{d\beta}\left(E_0\beta+\frac{\sigma^2\beta^2}{2}\right)
=E_0+\frac{\sigma^2}{k_BT}. \tag{13}
$$

An Arrhenius plot is thus curved. A straight line through points at $T_1$ and $T_2$ differs from the quadratic $\ln D$ by a quadratic in $\beta$ that vanishes at both points:

$$
\ln\frac{D_{\rm line}}{D}=\frac{\sigma^2}{2}(\beta-\beta_1)(\beta-\beta_2)
=\frac{s^2}{2}\Big(1-\frac{T}{T_1}\Big)\Big(1-\frac{T}{T_2}\Big). \tag{14}
$$

Below both temperatures the right side is positive, and the line overestimates $D$.

## Drift in a field

Let a field $F$ push an ion of unit charge towards positive $x$, with saddles midway between wells. The forward barrier falls by $Fa/2$ and the backward barrier rises by as much. With $f=Fa/k_BT$, the steady current $J$ across bond $n$ is

$$
J=\Gamma_n\left(p_ne^{f/2}-p_{n+1}e^{-f/2}\right). \tag{15}
$$

Consider a periodic cell of $N$ wells holding one ion, so that $\sum p_n=1$. Dividing (15) by $\Gamma_n$ and summing over the cell gives $J\sum r_n=2\sinh(f/2)$. The mean velocity is $v=NaJ$, since each of the $N$ bonds contributes $aJ$. For a long cell,

$$
v=\frac{2a\sinh(f/2)}{\langle r\rangle}=\frac{2D}{a}\sinh\frac f2 . \tag{16}
$$

In this model the drift carries the same disorder factor as $D$ at every field. For $f\ll1$ it gives the mobility $\mu=v/F=D/k_BT$.

## A film of finite thickness

Let a film have wells $0$ to $N$, where well 0 reflects the ion and well $N$ absorbs it. Number the bonds so that bond $k$ joins $k-1$ and $k$. Let $T_k$ be the mean time to reach $k$ for the first time from $k-1$. The ion waits a mean time $1/(\Gamma_k+\Gamma_{k-1})$; if it then hops back, it must first return and try again:

$$
T_k=\frac{1+\Gamma_{k-1}(T_{k-1}+T_k)}{\Gamma_k+\Gamma_{k-1}}
\quad\Rightarrow\quad \Gamma_kT_k=1+\Gamma_{k-1}T_{k-1}.
$$

Since $\Gamma_1T_1=1$, we have $T_k=k\,r_k$. The transit time of a given film, averaged over walks, and its mean over films are

$$
\tau=\sum_{k=1}^Nk\,r_k,\qquad
\langle\tau\rangle=\frac{N(N+1)}2\langle r\rangle=\frac{N(N+1)a^2}{2D}. \tag{17}
$$

Replacing $1/k_BT$ by $2/k_BT$ in the Gaussian average gives $\langle r^2\rangle=e^{s^2}\langle r\rangle^2$. The relative variance of $r$ is therefore $e^{s^2}-1$. Variances of independent terms add, so the relative standard deviation of $\tau$ between films is

$$
\frac{\Delta\tau}{\langle\tau\rangle}
=\frac{\big[(e^{s^2}-1)\sum k^2\big]^{1/2}}{\sum k}
=\left[(e^{s^2}-1)\frac{2(2N+1)}{3N(N+1)}\right]^{1/2}. \tag{18}
$$

Similarly, the mean of $r$ over $N$ bonds has relative spread $[(e^{s^2}-1)/N]^{1/2}$. This spread is small if $N\gg e^{s^2}-1$, which is sufficient for a sample to represent (11) well. The condition becomes severe on cooling.

## Worked example

Take $E_0=0.90$ eV, $\sigma=0.060$ eV, $a=0.30$ nm, $\nu=3.0\times10^{12}$ s⁻¹ and $T=400$ K. Then $k_BT=0.03447$ eV, $E_0/k_BT=26.11$ and $s=0.060/0.03447=1.741$. From (11),

$$
D_0=(3.0\times10^{-8}\,{\rm cm})^2(3.0\times10^{12}\,{\rm s^{-1}})e^{-26.11}
=1.24\times10^{-14}\ {\rm cm^2/s},
$$

$$
D=e^{-1.741^2/2}D_0=0.220\,D_0=2.72\times10^{-15}\ {\rm cm^2/s},
$$

or 27.2 Å²/s. The initial diffusivity is instead $4.55\,D_0$. Numerical integration shows that barriers above $E_0+\sigma$ supply 77% of $\langle r\rangle$. The apparent activation energy (13) is 1.004 eV, about 0.10 eV above the mean barrier.

With the other parameters fixed, temperature acts as follows:

| $T$ (K) | $D/D_0$ | $D$ (cm²/s) |
|---|---|---|
| 300 | 0.068 | $1.39\times10^{-19}$ |
| 400 | 0.220 | $2.72\times10^{-15}$ |
| 500 | 0.379 | $8.68\times10^{-13}$ |
| 600 | 0.510 | $3.80\times10^{-11}$ |

For a line drawn through the values at 500 and 600 K, (14) gives $\ln(D_{\rm line}/D)=1.515\times0.200\times0.333=0.101$ at 400 K. The extrapolated value is 11% above the model's $D$.

A 30 nm film has $N=100$ bonds. Equation (17) gives a mean zero-field transit time of $1.67\times10^3$ s, and (18) a relative spread of 0.51 between films. In 20,000 randomly drawn chains the median transit time was about 0.9 of the mean, and the 10th and 90th percentiles were about 0.6 and 1.5 of it. Most of these films are faster than the mean, which is raised by a minority with very high barriers. Reducing the spread of the average resistance to 10% would take about 1970 bonds, or 590 nm.

At 1 MV/cm the field energy per spacing is 0.030 eV, so $f=0.870$. Equation (16) gives $v=0.81$ nm/s, 3% above the linear law with $\mu=7.9\times10^{-14}$ cm²/Vs. At this speed 30 nm takes about 37 s, far less than by diffusion alone.

## What the chain leaves out

**Paths around barriers.** In three dimensions an ion can avoid a high barrier. The drift-free coordinate still exists for a periodic network of $M$ wells: $h_i=x_i+u_i$, with periodic $u_i$ chosen so that $\sum_j\Gamma_{ij}(h_j-h_i)=0$ at each well. The steps that led to (6) then give

$$
D=\frac1M\sum_{\rm bonds}\Gamma_{ij}(h_j-h_i)^2 , \tag{19}
$$

and $x$ shares this diffusivity because $u_i$ is bounded. The linear equations for $u_i$ were solved numerically for eight random cubic networks of $12^3$ wells, with the barrier distribution and temperature of the example. The result is $D/D_0=1.48$, with a standard error of 0.02 from sampling. More samples and larger networks, up to $30^3$ wells, give 1.44 to 1.46, so the value is about 1.45. On this lattice, with six neighbours per well, disorder raises the diffusivity to about 6.6 times that of the chain. The size and sign of the effect depend on the number of neighbours: with the same barriers, a diamond network (four neighbours) gives $D/D_0\approx1.04$ and a three-dimensional network with three neighbours per well gives about 0.72.

**Unequal wells.** Let well energies $w_n$ vary independently of the saddle energies $S_n$. In a weak field write $p_n=e^{-w_n/k_BT}g_n$. Equation (15) becomes $J=\nu e^{-S_n/k_BT}(g_ne^{f/2}-g_{n+1}e^{-f/2})$. To first order in $f$, $g_n=g+f\gamma_n$, and

$$
\frac J\nu e^{S_n/k_BT}=f\,(g+\gamma_n-\gamma_{n+1}).
$$

Around a cell the $\gamma_n$ cancel, while normalization at zero field gives $g=1/\sum e^{-w_n/k_BT}$. With $v=NaJ$ and the Einstein relation $D=k_BTv/F$,

$$
D=\frac{a^2\nu}{\langle e^{S/k_BT}\rangle\langle e^{-w/k_BT}\rangle}. \tag{20}
$$

Gaussian wells of zero mean and width $\sigma_w$ thus add a factor $\exp(-\sigma_w^2/2k_B^2T^2)$. For an assumed $\sigma_w=0.060$ eV this is another 0.22.

**The barrier tail.** If the distribution is cut at $E_0\pm2\sigma$ and renormalized, numerical integration gives $D/D_0=0.35$ instead of 0.22. The result is therefore sensitive to the upper tail: in the full Gaussian, barriers above $E_0+2\sigma$ are only 2.3% of the bonds but supply 40% of $\langle r\rangle$.

**Tunnelling.** A cosine barrier of height $E_0$ and period $a$ has a top of curvature $2\pi^2E_0/a^2$. For an ion of mass $m$ this gives $\omega=(2\pi^2E_0/ma^2)^{1/2}$. With copper's mass, 63.5 u, $\omega/2\pi=2.8\times10^{12}$ s⁻¹ and $\omega$ corresponds to 0.0114 eV. A parabolic top transmits a fraction $1/(1+e^{-2\pi E/\omega})$ at energy $E$ measured from the top. Averaging this numerically over thermal energies raises the rate by 0.5%. Quantization of the vibration in the well adds another 0.4%, and both corrections are negligible here.

**The real dielectric.** The parameters are round values chosen for illustration, not fitted to copper in a particular dielectric, so the absolute times and speeds are not predictions. The width $\sigma$ is likewise an assumption, not a measured value. A field of 1 MV/cm means 3 V across 30 nm, more like a stress test than low-voltage logic, and is 0.2 of an assumed rough breakdown field of 5 MV/cm. A bulk dielectric does not confine ions to a single path. In the network model with equal wells, removing that restriction changes $D/D_0$ from 0.22 to about 1.45 on a cubic lattice, and to about 1.0 or 0.7 on the networks with four or three neighbours per well. Unequal wells act in the opposite direction. For unchanged saddle energies, the equilibrium normalization gives the same factor $1/\langle e^{-w/k_BT}\rangle$ as in (20), and $\sigma_w=0.060$ eV would lower the cubic value to about 0.3. The factor in (11) should therefore not be used as a safety margin for a bulk film. It is meant for ions confined to separate, effectively one-dimensional paths, with well energies that vary by much less than $k_BT$ and with many more than $e^{s^2}-1$ bonds along each path. The model also omits space charge, chemical trapping, moving barriers, and the supply of ions through a metal liner.

Numbers in the example were calculated in double precision.
